# Why the Hiller-Sucher-Feinberg Density Beats Direct Evaluation in Gaussian Bases: test program

```python
# Hiller-Sucher-Feinberg (HSF) identity and Gaussian-basis errors, Hartree atomic units.
# s state psi = u/(r sqrt(4 pi)):  rho(0) = u'(0)^2/(4 pi) = <dV/dr>/(2 pi).
# Hydrogenic 1s (charge Z) in Gaussians r exp(-alpha r^2), tightest exponent A, when the
# missing tight functions dominate: rel. direct error = -Cd Z A^-1/2,
# rel. HSF error = -Ch Z^2/A, energy error dE = CE Z^5 A^-3/2.
# Cut-off Gaussian transform: Cd=2/sqrt(pi), Ch=1, CE=(8-5 sqrt2)/(6 sqrt(pi)).
# Variational even-tempered basis (ratio beta, h=ln beta): constants from the Wiener-Hopf
# factor ell(z) of the scaled kinetic Toeplitz matrix. w=(H-Evar)u_var is the residual,
# phi the response function, (H-E)phi=(O-<O>)u.
import numpy as np, mpmath as mp, sympy as sp
from scipy import special, integrate, optimize, linalg, constants
from pyscf import gto
mp.mp.dps = 60
pi = np.pi
dx = 0.005
r = np.exp(np.arange(-40.0, 4.5, dx))
def integ(f):  # trapezoid rule in ln r, spectrally accurate here
    return float(np.sum(f * r) * dx)

# ---- the identity on exact eigenstates
for n in (1, 2, 3):
    for l in range(n):
        u = r**(l+1)*np.exp(-r/n)*special.eval_genlaguerre(n-l-1, 2*l+1, 2*r/n)
        nrm = integ(u*u)
        rhs = integ(u*u*(1/r**2 - l*(l+1)/r**3))/nrm/(2*pi)
        lhs = special.eval_genlaguerre(n-1, 1, 0.0)**2/nrm/(4*pi) if l == 0 else 0.0
        assert abs(lhs - rhs) < 1e-11
        if l > 0:
            assert integ(u*u/r**2)/nrm > 1e-3  # <V'> alone fails for l>0
d, kap = 0.5, 0.75  # Hulthen, Z=1, screening d, kappa=Z-d/2
u = -np.exp(-kap*r)*np.expm1(-d*r)
Vh = d*np.exp(-d*r)/np.expm1(-d*r)
upp = kap**2*np.exp(-kap*r) - (kap+d)**2*np.exp(-(kap+d)*r)
assert np.max(abs(-upp/2 + Vh*u + kap**2/2*u)) < 1e-12
hul_dir = d*d/integ(u*u)/(4*pi)
hul_hsf = integ(u*u*d*d*np.exp(-d*r)/np.expm1(-d*r)**2)/integ(u*u)/(2*pi)
assert abs(hul_dir/hul_hsf - 1) < 1e-11
zeros, _, _, aip = special.ai_zeros(3)
for a0, dp in zip(zeros, aip):  # V = r: rho(0) = 1/(2 pi) for every s state
    u = special.airy(np.minimum(2**(1/3)*r + a0, 40.0))[0]
    assert abs(2**(2/3)*dp**2/integ(u*u)/(4*pi)*2*pi - 1) < 1e-9
print(f"Hulthen Z=1 d={d}: rho direct {hul_dir:.8f}, HSF {hul_hsf:.8f} bohr^-3")

# ---- response functions
rs, Zs = sp.symbols('r Z', positive=True)
us = rs*sp.exp(-Zs*rs)
HmE = lambda f: -sp.diff(f, rs, 2)/2 - Zs*f/rs + Zs**2*f/2
ph = -(Zs/sp.pi)*(sp.log(rs) + Zs*rs)*us
assert sp.simplify(HmE(ph) - (Zs/(2*sp.pi*rs**2) - Zs**3/sp.pi)*us) == 0
assert sp.simplify(HmE(ph + sp.diff(us, rs)/(2*sp.pi)) + Zs**3/sp.pi*us) == 0

# ---- Slater function with wrong exponent, and single optimal Gaussian (Z=1)
def rel_errors(R, R0):
    nrm = integ(R*R*r*r)
    return R0**2/nrm/4 - 1, integ(R*R)/nrm/2 - 1
eta = 1e-5
sd, sh = (e/eta for e in rel_errors(np.exp(-(1+eta)*r), 1.0))
assert abs(sd - 3) < 1e-3 and abs(sh - 2) < 1e-3
print(f"Slater zeta=Z(1+eta): error/eta direct {sd:.4f}, HSF {sh:.4f}")
def e_gauss(a):
    g2 = np.exp(-2*a*r*r)
    return integ(g2*(2*a*a*r**4 - r))/integ(g2*r*r)
a1 = optimize.minimize_scalar(e_gauss, bounds=(0.1, 1), method='bounded',
                              options={'xatol': 1e-10}).x
gd, gh = rel_errors(np.exp(-a1*r*r), 1.0)
assert abs(gd - (64/(27*pi**2) - 1)) < 1e-6 and abs(gh - (16/(9*pi) - 1)) < 1e-6
print(f"one Gaussian: alpha/Z^2 {a1:.5f}, rel err direct {gd:.4f}, HSF {gh:.4f}")

# ---- cut-off Gaussian transform (Z=1)
def cutoff(A, x):
    t, s = 0.5/np.sqrt(A), np.sqrt(A)*x
    m, p = np.exp(-x)*special.erfc(t - s), np.exp(x)*special.erfc(t + s)
    return (m + p)/2, (p - m)/2
num = integrate.quad(lambda a: a**-1.5*np.exp(-0.25/a - a*0.09)/(2*np.sqrt(pi)),
                     0, 50, points=[0.1, 1, 10], epsabs=1e-13, limit=200)[0]
assert abs(num - cutoff(50.0, 0.3)[0]) < 1e-9
model = (2/np.sqrt(pi), 1.0, (8 - 5*np.sqrt(2))/(6*np.sqrt(pi)))
A = 1e6
R, dR = cutoff(A, r)
md, mh = rel_errors(R, cutoff(A, 0.0)[0])
mE = integ(dR*dR*r*r/2 - R*R*r)/integ(R*R*r*r) + 0.5
got = (-md*A**0.5, -mh*A, mE*A**1.5)
for g, c in zip(got, model):
    assert abs(g/c - 1) < 5e-3  # next order is relative Z/sqrt(A) = 1e-3
print("cut-off model formula  Cd %.5f Ch %.5f CE %.5f" % model)
print("cut-off model A=1e6    Cd %.5f Ch %.5f CE %.5f (quadrature)" % got)

# ---- 60-digit variational solver for nested bases
def cholesky(M):
    n = len(M); L = [[mp.mpf(0)]*n for _ in range(n)]
    for i in range(n):
        for j in range(i+1):
            s = M[i][j] - mp.fdot(L[i][:j], L[j][:j])
            L[i][j] = mp.sqrt(s) if i == j else s/L[j][j]
    return L
class Ladder:
    def __init__(self, exps, Z):
        self.a = [mp.mpf(e) for e in exps]; self.Z = mp.mpf(Z); sq = mp.sqrt(mp.pi)
        self.S, self.M, self.Q = [], [], []
        for a in self.a:
            p = [a + b for b in self.a]; q = [mp.sqrt(v) for v in p]
            S = [sq/(4*v*t) for v, t in zip(p, q)]
            self.S.append(S)
            self.Q.append([sq/(2*t) for t in q])
            self.M.append([3*a*b/v*s - self.Z/(2*v) + self.Z**2/2*s
                           for b, v, s in zip(self.a, p, S)])
        self.L = cholesky(self.M)  # M = H - E_exact S is positive definite
        self.LT = [list(c) for c in zip(*self.L)]
    def solve(self, n):
        mv = lambda X, c: [mp.fdot(X[i][:n], c) for i in range(n)]
        k = min(range(n), key=lambda i: abs(mp.log(3*self.a[i]/self.Z**2)))
        c = [mp.mpf(int(i == k)) for i in range(n)]
        for _ in range(10):
            b = mv(self.S, c); y = []
            for i in range(n):
                y.append((b[i] - mp.fdot(self.L[i][:i], y))/self.L[i][i])
            for i in reversed(range(n)):
                c[i] = (y[i] - mp.fdot(self.LT[i][i+1:n], c[i+1:]))/self.L[i][i]
            s = mp.sqrt(mp.fdot(c, mv(self.S, c)))*mp.sign(mp.fsum(c))
            c = [v/s for v in c]
        rho = self.Z**3/mp.pi
        return (float(mp.fsum(c)**2/(4*mp.pi)/rho - 1),
                float(self.Z*mp.fdot(c, mv(self.Q, c))/(2*mp.pi)/rho - 1),
                float(mp.fdot(c, mv(self.M, c))), np.array([float(v) for v in c]))

# ---- Wiener-Hopf constants for beta = 1.5
beta = 1.5; h = np.log(beta)
def symbol(th):
    return sum(np.exp(2*special.loggamma(1.25 + 1j*(th + 2*pi*m)/h).real)
               for m in range(-4, 5))/h
tau = lambda n: 3*mp.sqrt(mp.pi)/4*(2*mp.cosh(n*mp.log(mp.mpf(beta))/2))**mp.mpf(-2.5)
taus = [tau(n) for n in range(121)]
direct_sum = taus[0] + 2*mp.fsum(taus[n]*mp.cos(2*n) for n in range(1, 121))
assert abs(float(direct_sum)/symbol(2.0) - 1) < 1e-9
cep = np.fft.fft(np.log(symbol(2*pi*np.arange(2048)/2048))).real/2048
ell = lambda z: np.exp(cep[0]/2 + np.sum(cep[1:151]*z**np.arange(1, 151)))
row = cholesky([[taus[abs(i-j)] for j in range(60)] for i in range(60)])[-1][::-1]
for pw in (-0.75, -0.25, 0.25):
    assert abs(sum(float(v)*beta**(pw*n) for n, v in enumerate(row))/ell(beta**pw) - 1) < 1e-5
l3, l1, lp = ell(beta**-0.75), ell(beta**-0.25), ell(beta**0.25)
Cd = 2*h*h*l3*lp/(pi*(beta**0.5 - 1))
Ch = 2*h*h*l3*l1/(np.sqrt(pi)*(beta - 1))
CE = h*h*l3*l3/(pi*(beta**1.5 - 1))
print(f"beta {beta}, h {h:.6f}: ell(b^-3/4) {l3:.5f} ell(b^-1/4) {l1:.5f} ell(b^1/4) {lp:.5f}")
print(f"Wiener-Hopf constants  Cd {Cd:.5f} Ch {Ch:.5f} CE {CE:.6f}")
exps = [mp.mpf('0.01')*mp.mpf(beta)**j for j in range(46)]
lad = Ladder(exps, 1); res = {}
print("variational Z=1, alpha0=0.01 bohr^-2: N, A, rel direct, rel HSF, dE/Eh")
for n in (22, 30, 38, 42, 46):
    res[n] = lad.solve(n)
    assert res[n][0] < res[n][1] < 0 < res[n][2]
    print(f"  {n} {float(exps[n-1]):.4e} {res[n][0]:.4e} {res[n][1]:.4e} {res[n][2]:.4e}")
slopes = [np.log(res[46][i]/res[42][i])/(4*h) for i in range(3)]
for s, t in zip(slopes, (-0.5, -1.0, -1.5)):
    assert abs(s - t) < 0.01
A = float(exps[45])
meas = (-res[46][0]*A**0.5, -res[46][1]*A, res[46][2]*A**1.5)
for g, c in zip(meas, (Cd, Ch, CE)):
    assert abs(g/c - 1) < 0.02  # next order is relative A^-1/2 ln A
print("slopes d ln err/d ln A: direct %.4f HSF %.4f energy %.4f" % tuple(slopes))
print("measured at N=46       Cd %.5f Ch %.5f CE %.6f" % meas)
z9 = Ladder([81*e for e in exps[:22]], 9).solve(22)
assert abs(z9[0]/res[22][0] - 1) < 1e-10 and abs(z9[2]/res[22][2]/81 - 1) < 1e-10

# ---- spacing-limited regime: the advantage disappears
fl = [Ladder([mp.mpf('0.002')*mp.mpf(4)**(j + mp.mpf(k)/4) for j in range(33)], 1).solve(33)
      for k in range(4)]
fd, fh, fE = (max(abs(f[i]) for f in fl) for i in range(3))
assert 0.1 < fd/fh < 10 and res[46][0]/res[46][1] > 100
print(f"beta=4, 33 functions, A >= {0.002*4.0**32:.2e} bohr^-2, max over 4 phases:")
print(f"  |rel direct| {fd:.3e}, |rel HSF| {fh:.3e}, ratio {fd/fh:.3f}, dE {fE:.3e} Eh")
print(f"ratio direct/HSF at beta=1.5, N=46: {res[46][0]/res[46][1]:.1f}")

# ---- worked example: F8+ in uncontracted s primitives
Z = 9.0; E0 = -Z*Z/2; rho = Z**3/pi
ang = constants.physical_constants['Bohr radius'][0]*1e10
print(f"F8+: Z {Z:.0f}, E {E0:.4f} Eh, rho(0) {rho:.4f} bohr^-3 = {rho/ang**3:.2f} A^-3")
ue = 2*Z**1.5*r*np.exp(-Z*r); due = 2*Z**1.5*(1 - Z*r)*np.exp(-Z*r)
phi_h = -(Z/pi)*(np.log(r) + Z*r)*ue; phi_d = phi_h + due/(2*pi)
scaled = []
for name in ('cc-pvdz', 'cc-pvtz', 'cc-pvqz', 'cc-pv5z'):
    al = np.array(sorted({p[0] for s in gto.basis.load(name, 'F') if s[0] == 0 for p in s[1:]}))
    ed, eh, dE, c = Ladder(list(al), 9).solve(len(al))
    mol = gto.M(atom='F 0 0 0', basis={'F': [[0, [a, 1.0]] for a in al]},
                charge=8, spin=1, verbose=0)
    ev, vec = linalg.eigh(mol.intor('int1e_kin') + mol.intor('int1e_nuc'), mol.intor('int1e_ovlp'))
    rho_py = float((mol.eval_gto('GTOval', np.zeros((1, 3))) @ vec[:, 0])[0]**2)
    assert abs(ev[0] - E0 - dE) < 1e-7 and abs(rho_py/rho - 1 - ed) < 1e-7
    G = np.exp(-np.outer(r*r, al)); ar2 = np.outer(r*r, al)
    uv = r*(G @ c); duv = ((1 - 2*ar2)*G) @ c
    W = -0.5*r*(((-6 + 4*ar2)*al*G) @ c) - Z*uv/r - E0*uv
    w = W - dE*uv
    for i in range(len(al)):
        assert abs(integ(w*r*G[:, i]))/np.sqrt(integ((r*G[:, i])**2)) < 1e-7
    assert abs(Z*integ(uv*uv/r**2)/(2*pi)/rho - 1 - eh) < 1e-10
    gap = integ(w*duv)/pi
    assert abs(gap/rho - (ed - eh)) < 1e-9
    dl = uv - ue
    d1, h1 = 2*integ(W*phi_d)/rho, 2*integ(W*phi_h)/rho
    d2 = (c.sum() - 2*Z**1.5)**2/(4*pi)/rho - integ(dl*dl)
    h2 = integ((Z/(2*pi*r*r)/rho - 1)*dl*dl)
    assert abs(d1 + d2 - ed) < 1e-9 and abs(h1 + h2 - eh) < 1e-9
    assert abs(ed) > 5*abs(eh)
    a = al[-1]/Z**2; scaled.append(-ed*a**0.5)
    print(f"{name}: {len(al)}s, A {al[-1]:.0f} bohr^-2, A/Z^2 {a:.1f}, dE {dE:.3e} Eh")
    print(f"  rho direct {rho*(1+ed):.3f}, HSF {rho*(1+eh):.3f} bohr^-3")
    print(f"  rel err direct {100*ed:.3f} %, HSF {100*eh:.4f} %, ratio {ed/eh:.1f}")
    print(f"  -err*sqrt(A)/Z direct {-ed*a**0.5:.3f}, -err*A/Z^2 HSF {-eh*a:.3f}")
    if name == 'cc-pvtz':
        print(f"  rho direct {rho*(1+ed)/ang**3:.1f}, HSF {rho*(1+eh)/ang**3:.1f} A^-3")
        print(f"  (1/pi) int w u' dr {gap:.4f} bohr^-3; w(0) {w[0]:.2f}, u'(0) {c.sum():.3f} a.u.")
        print(f"  direct 1st order {d1:.4e}, 2nd order {d2:.4e}")
        print(f"  HSF    1st order {h1:.4e}, 2nd order {h2:.4e}")
assert max(scaled)/min(scaled) < 1.25
print(f"beta=1.5, F8+, A for 0.1 %: direct {Z*Z*(Cd/1e-3)**2:.3e}, HSF {Z*Z*Ch/1e-3:.3e} bohr^-2")
print("every check passed")
```

Output:

```
Hulthen Z=1 d=0.5: rho direct 0.29841552, HSF 0.29841552 bohr^-3
Slater zeta=Z(1+eta): error/eta direct 3.0000, HSF 2.0000
one Gaussian: alpha/Z^2 0.28294, rel err direct -0.7598, HSF -0.4341
cut-off model formula  Cd 1.12838 Ch 1.00000 CE 0.08735
cut-off model A=1e6    Cd 1.12806 Ch 0.99947 CE 0.08728 (quadrature)
beta 1.5, h 0.405465: ell(b^-3/4) 0.43596 ell(b^-1/4) 0.90839 ell(b^1/4) 2.40612
Wiener-Hopf constants  Cd 0.48849 Ch 0.14693 CE 0.011881
variational Z=1, alpha0=0.01 bohr^-2: N, A, rel direct, rel HSF, dE/Eh
  22 4.9879e+01 -6.8982e-02 -3.1996e-03 3.2777e-05
  30 1.2783e+03 -1.3651e-02 -1.1784e-04 2.5856e-07
  38 3.2762e+04 -2.6983e-03 -4.5138e-06 2.0014e-09
  42 1.6586e+05 -1.1994e-03 -8.8870e-07 1.7581e-10
  46 8.3967e+05 -5.3307e-04 -1.7526e-07 1.5439e-11
slopes d ln err/d ln A: direct -0.5000 HSF -1.0010 energy -1.4998
measured at N=46       Cd 0.48847 Ch 0.14716 CE 0.011879
beta=4, 33 functions, A >= 3.69e+16 bohr^-2, max over 4 phases:
  |rel direct| 9.878e-04, |rel HSF| 1.228e-03, ratio 0.804, dE 4.490e-04 Eh
ratio direct/HSF at beta=1.5, N=46: 3041.6
F8+: Z 9, E -40.5000 Eh, rho(0) 232.0479 bohr^-3 = 1565.94 A^-3
cc-pvdz: 9s, A 14710 bohr^-2, A/Z^2 181.6, dE 1.308e-03 Eh
  rho direct 222.302, HSF 231.751 bohr^-3
  rel err direct -4.200 %, HSF -0.1278 %, ratio 32.9
  -err*sqrt(A)/Z direct 0.566, -err*A/Z^2 HSF 0.232
cc-pvtz: 10s, A 19500 bohr^-2, A/Z^2 240.7, dE 1.006e-03 Eh
  rho direct 223.584, HSF 231.825 bohr^-3
  rel err direct -3.648 %, HSF -0.0963 %, ratio 37.9
  -err*sqrt(A)/Z direct 0.566, -err*A/Z^2 HSF 0.232
  rho direct 1508.8, HSF 1564.4 A^-3
  (1/pi) int w u' dr -8.2408 bohr^-3; w(0) -477.05, u'(0) 53.006 a.u.
  direct 1st order -3.6813e-02, 2nd order 3.3676e-04
  HSF    1st order -9.6580e-04, 2nd order 3.1752e-06
cc-pvqz: 12s, A 74530 bohr^-2, A/Z^2 920.1, dE 1.282e-04 Eh
  rho direct 227.721, HSF 231.992 bohr^-3
  rel err direct -1.865 %, HSF -0.0243 %, ratio 76.9
  -err*sqrt(A)/Z direct 0.566, -err*A/Z^2 HSF 0.223
cc-pv5z: 14s, A 211400 bohr^-2, A/Z^2 2609.9, dE 2.754e-05 Eh
  rho direct 229.479, HSF 232.028 bohr^-3
  rel err direct -1.107 %, HSF -0.0084 %, ratio 131.5
  -err*sqrt(A)/Z direct 0.566, -err*A/Z^2 HSF 0.220
beta=1.5, F8+, A for 0.1 %: direct 1.933e+07, HSF 1.190e+04 bohr^-2
every check passed
```
